# How fast a laser-melted layer refreezes: heat balance at the front: a program that tests the result

```python
# Result under test: a planar solidification front moves at
#     v = (k_s*G_s - k_l*G_l) / L,
# which becomes k_s*G_s/L when the melt is isothermal.
# k_s, k_l: solid and liquid conductivities; L: latent heat per volume;
# G_s, G_l: -dT/dz on the two sides of the front, z pointing into the solid.
# The tests evolve enthalpy on a fixed grid without prescribing front motion.
# Enthalpy is measured from solid at the front temperature.
import numpy as np

k_solid = 25.0              # W/m/K
k_liquid = 50.0             # W/m/K
gradient_solid = 5.0e8      # K/m
gradient_hot_melt = 5.0e7   # K/m
latent_heat = 4.2e9         # J/m^3
heat_capacity = 2.5e6       # J/m^3/K, both phases
duration = 10.0e-9          # s
cell = 4.0e-9               # m
half_cells = 400

D_solid = k_solid / heat_capacity
D_liquid = k_liquid / heat_capacity
xi = np.arange(-half_cells, half_cells + 1) * cell
solid = xi > 0
liquid = xi < 0


def front_speed(gradient_liquid):
    net_flux = k_solid * gradient_solid - k_liquid * gradient_liquid
    return net_flux / latent_heat


def steady_temperature(position, gradient, diffusivity, speed):
    """Temperature relative to the front for a steadily moving profile."""
    return -(gradient * diffusivity / speed) * np.expm1(
        speed * position / diffusivity)


def initial_enthalpy(solid_temperature, liquid_temperature):
    enthalpy = np.empty_like(xi)
    enthalpy[solid] = heat_capacity * solid_temperature
    enthalpy[liquid] = latent_heat + heat_capacity * liquid_temperature
    # The front starts at the centre of this cell, which is half liquid.
    enthalpy[half_cells] = 0.5 * latent_heat
    return enthalpy


def liquid_thickness(enthalpy):
    return cell * np.sum(np.clip(enthalpy / latent_heat, 0.0, 1.0))


def simulated_displacement(start):
    """Explicit conservation of enthalpy, with fixed end temperatures."""
    enthalpy = start.copy()
    max_step = 0.4 * cell**2 / max(D_solid, D_liquid)
    steps = int(np.ceil(duration / max_step))
    factor = duration / steps / cell**2
    for _ in range(steps):
        # Integral of conductivity over temperature, zero at the front.
        potential = (D_solid * np.minimum(enthalpy, 0.0)
                     + D_liquid * np.maximum(enthalpy - latent_heat, 0.0))
        enthalpy[1:-1] += factor * (
            potential[2:] - 2.0 * potential[1:-1] + potential[:-2])
    assert np.all(np.isfinite(enthalpy))
    return liquid_thickness(start) - liquid_thickness(enthalpy)


v_main = front_speed(0.0)
v_hot = front_speed(gradient_hot_melt)

steady_solid = steady_temperature(
    xi[solid], gradient_solid, D_solid, v_main)
steady_start = initial_enthalpy(steady_solid, 0.0)
moved_main = simulated_displacement(steady_start)

hot_solid = steady_temperature(
    xi[solid], gradient_solid, D_solid, v_hot)
hot_liquid = steady_temperature(
    xi[liquid], gradient_hot_melt, D_liquid, v_hot)
moved_hot = simulated_displacement(initial_enthalpy(hot_solid, hot_liquid))

straight_solid = -gradient_solid * xi[solid]
moved_straight = simulated_displacement(
    initial_enthalpy(straight_solid, 0.0))

small_ratio = v_main * np.sqrt(duration / D_solid)
speed_factor = 1.0 - 2.0 * small_ratio / np.sqrt(np.pi)
distance_factor = 1.0 - 4.0 * small_ratio / (3.0 * np.sqrt(np.pi))
predicted_straight = v_main * duration * distance_factor

# One per cent allows for the front being resolved only to a finite cell.
assert abs(moved_main / (v_main * duration) - 1.0) < 0.01
assert abs(moved_hot / (v_hot * duration) - 1.0) < 0.01
# The straight-profile estimate also omits terms of order small_ratio**2.
assert abs(moved_straight / predicted_straight - 1.0) < 0.015
assert moved_straight < 0.97 * moved_main
# "Near 3 m/s" is taken to mean within two per cent.
assert abs(v_main / 3.0 - 1.0) < 0.02

print("INPUTS")
print(f"solid conductivity: {k_solid:.1f} W/m/K")
print(f"solid gradient: {gradient_solid:.3e} K/m")
print(f"latent heat: {latent_heat:.3e} J/m^3")
print(f"heat capacity, both phases: {heat_capacity:.3e} J/m^3/K")
print(f"liquid conductivity: {k_liquid:.1f} W/m/K")
print(f"liquid gradient, hot-melt case: {gradient_hot_melt:.3e} K/m")
print(f"simulated time: {duration*1e9:.1f} ns")
print(f"grid cell: {cell*1e9:.1f} nm")
print(f"depth on each side of front: {half_cells*cell*1e6:.2f} micrometre")
print("MAIN RESULT: ISOTHERMAL MELT")
print(f"heat flux into solid: {k_solid*gradient_solid:.3e} W/m^2")
print(f"front speed from balance: {v_main:.3f} m/s")
print(f"solid thermal diffusivity: {D_solid:.3e} m^2/s")
print(f"steady-profile length D_s/v: {D_solid/v_main*1e6:.3f} micrometre")
print(f"temperature drop across solid grid: {-steady_solid[-1]:.1f} K")
print(f"predicted displacement: {v_main*duration*1e9:.2f} nm")
print(f"simulated displacement: {moved_main*1e9:.2f} nm")
print(f"simulated mean speed: {moved_main/duration:.3f} m/s")
print("SUPERHEATED MELT")
print(f"liquid thermal diffusivity: {D_liquid:.3e} m^2/s")
print(f"heat flux from melt: {k_liquid*gradient_hot_melt:.3e} W/m^2")
print(f"melt superheat at grid end: {hot_liquid[0]:.1f} K")
print(f"relative loss of speed: {100*(1-v_hot/v_main):.1f} percent")
print(f"front speed from balance: {v_hot:.3f} m/s")
print(f"simulated mean speed: {moved_hot/duration:.3f} m/s")
print("STRAIGHT INITIAL SOLID PROFILE, ISOTHERMAL MELT")
print(f"v*sqrt(t/D_s) at end: {small_ratio:.4f} (dimensionless)")
print(f"first-order speed at end: {v_main*speed_factor:.3f} m/s")
print(f"first-order displacement: {predicted_straight*1e9:.2f} nm")
print(f"simulated displacement: {moved_straight*1e9:.2f} nm")
print(f"first-order mean speed: {predicted_straight/duration:.3f} m/s")
print(f"simulated mean speed: {moved_straight/duration:.3f} m/s")
print("checks complete")
```

Printed output:

```
INPUTS
solid conductivity: 25.0 W/m/K
solid gradient: 5.000e+08 K/m
latent heat: 4.200e+09 J/m^3
heat capacity, both phases: 2.500e+06 J/m^3/K
liquid conductivity: 50.0 W/m/K
liquid gradient, hot-melt case: 5.000e+07 K/m
simulated time: 10.0 ns
grid cell: 4.0 nm
depth on each side of front: 1.60 micrometre
MAIN RESULT: ISOTHERMAL MELT
heat flux into solid: 1.250e+10 W/m^2
front speed from balance: 2.976 m/s
solid thermal diffusivity: 1.000e-05 m^2/s
steady-profile length D_s/v: 3.360 micrometre
temperature drop across solid grid: 1024.7 K
predicted displacement: 29.76 nm
simulated displacement: 29.79 nm
simulated mean speed: 2.979 m/s
SUPERHEATED MELT
liquid thermal diffusivity: 2.000e-05 m^2/s
heat flux from melt: 2.500e+09 W/m^2
melt superheat at grid end: 72.8 K
relative loss of speed: 20.0 percent
front speed from balance: 2.381 m/s
simulated mean speed: 2.379 m/s
STRAIGHT INITIAL SOLID PROFILE, ISOTHERMAL MELT
v*sqrt(t/D_s) at end: 0.0941 (dimensionless)
first-order speed at end: 2.660 m/s
first-order displacement: 27.65 nm
simulated displacement: 27.82 nm
first-order mean speed: 2.765 m/s
simulated mean speed: 2.782 m/s
checks complete
```
